# Thermal voltage noise of a small capacitor connected to a resistor

**Question.** The two plates of a capacitor $C$ are joined by a linear resistor $R$. No voltage is applied, and the circuit is in thermal equilibrium at temperature $T$. Let $Q$ be the charge on one plate and $V=Q/C$ the voltage. Angle brackets denote an average over the equilibrium fluctuations. Except where stated, treat the circuit classically, with constant $R$ and $C$. Boltzmann's constant is $k_B$ and the elementary charge is $e$.

## (a) The equilibrium voltage

*Find the mean and the mean square of $V$. State where the resistor enters the argument.*

**Answer.** Moving a charge $dq$ onto a plate that already holds $q$ takes the work $(q/C)\,dq$. The stored energy is therefore

$$E(Q)=\int_0^Q\frac{q}{C}\,dq=\frac{Q^2}{2C}.$$

To apply Boltzmann's distribution we must know that equal intervals of $Q$ carry equal weight before the energy is considered. The connecting leads have some inductance $L$, with flux $\Phi=LI$, where $I=dQ/dt$. Without the resistor, the circuit has energy

$$H=\frac{Q^2}{2C}+\frac{\Phi^2}{2L},\qquad \frac{dQ}{dt}=\frac{\Phi}{L},\qquad \frac{d\Phi}{dt}=-\frac{Q}{C}.$$

These are the equations of a mechanical oscillator with coordinate $Q$ and momentum $\Phi$, so the equilibrium density in the $(Q,\Phi)$ plane is proportional to $e^{-H/k_BT}$. Integrating over $\Phi$ gives a factor that does not depend on $Q$, which leaves

$$P(Q)\propto e^{-aQ^2},\qquad a=\frac{1}{2Ck_BT}.$$

This is even in $Q$, so $\langle V\rangle=0$. For the mean square, use

$$Z(a)=\int_{-\infty}^{\infty}e^{-aQ^2}dQ=\sqrt{\frac{\pi}{a}}.$$

Differentiating with respect to $a$ brings down a factor $-Q^2$, and hence

$$\langle Q^2\rangle=-\frac{1}{Z}\frac{dZ}{da}=\frac{1}{2a}=Ck_BT .$$

Dividing by $C^2$ gives

$$\boxed{\langle V^2\rangle=\frac{k_BT}{C}},\qquad V_{\rm rms}=\sqrt{\frac{k_BT}{C}} .$$

The mean stored energy is $C\langle V^2\rangle/2=k_BT/2$.

The resistor is the heat bath. It exchanges energy with the capacitor and so brings it to temperature $T$, but it contributes no term to $E(Q)$. Its resistance is therefore absent from the result. It must still be finite: with $R=\infty$ the charge cannot change, and the capacitor keeps whatever charge it had.

## (b) One femtofarad at room temperature

*Evaluate $V_{\rm rms}$ for $C=1$ fF and $T=300$ K. Express the charge fluctuation as a number of electrons, and decide whether $Q$ may be treated as continuous.*

**Answer.** The thermal energy is $k_BT=4.142\times10^{-21}$ J, so

$$\langle V^2\rangle=\frac{4.142\times10^{-21}\ {\rm J}}{10^{-15}\ {\rm F}}=4.142\times10^{-6}\ {\rm V^2},\qquad V_{\rm rms}=2.04\ {\rm mV}.$$

The rms charge is $CV_{\rm rms}=2.04\times10^{-18}$ C, or 12.7 electrons. One electron changes the voltage by $e/C=0.160$ mV, which is much less than the rms value.

To judge the continuous treatment, let $Q=ne$ with integer $n$ and replace the integral by a sum:

$$\langle n^2\rangle=\frac{\sum_n n^2e^{-n^2/2s}}{\sum_n e^{-n^2/2s}},\qquad s=\frac{Ck_BT}{e^2}.$$

The continuous result is $\langle n^2\rangle=s$. At 1 fF, $s=12.7^2\approx161$, and evaluating the sum numerically gives the same variance to within rounding error.

At 1 aF, $s=0.161$. The states $n=\pm1$ then have weight $e^{-1/0.322}\approx0.045$ each, relative to $n=0$, so

$$\langle n^2\rangle\approx\frac{2(0.045)}{1+2(0.045)}\approx0.083 .$$

This is about half of $s$; the full sum gives the ratio 0.513. That ratio assumes the energy is lowest at a whole number of electrons. A background offset charge of $e/2$, with $n-\tfrac12$ in place of $n$, would give 1.57 instead. If the plate can hold only whole electrons, the continuous formula thus fails at 1 aF, where $e^2/C$ is about six times $k_BT$. At 1 fF, $e^2/C$ is only $k_BT/161$, and $Q$ may be treated as continuous.

## (c) Where the resistance has gone

*Represent the thermal agitation in the resistor by a noise voltage $v(t)$ in series with $R$. Its spectral density $S$, in V²/Hz over positive frequencies, is independent of frequency. Use part (a) to find $S$, and explain how $R$ cancels.*

**Answer.** The current into the capacitor is $C\,dV/dt$. Kirchhoff's voltage law gives

$$v=RC\frac{dV}{dt}+V .$$

For a component of frequency $f$, the time derivative becomes multiplication by $2\pi i f$. The voltage amplitude is therefore $v$ divided by $1+2\pi i fRC$, and the spectral density on the capacitor is

$$S_V(f)=\frac{S}{1+(2\pi fRC)^2}.$$

Integrate over all positive frequencies with $x=2\pi fRC$, so that $df=dx/(2\pi RC)$:

$$\langle V^2\rangle=\frac{S}{2\pi RC}\int_0^\infty\frac{dx}{1+x^2}
=\frac{S}{2\pi RC}\,\frac{\pi}{2}=\frac{S}{4RC}.$$

Part (a) requires this to equal $k_BT/C$. Hence

$$S=4k_BTR .$$

The capacitance has dropped out, as it must if $S$ describes the resistor alone. A larger resistor makes stronger noise, but the circuit passes it over a band narrower in the same proportion. The equivalent bandwidth is $1/(4RC)$. For $C=1$ fF and $T=300$ K:

| $R$ (kΩ) | $\sqrt S$ (nV/√Hz) | $1/(4RC)$ (GHz) |
|---:|---:|---:|
| 1 | 4.07 | 250 |
| 3 | 7.05 | 83.3 |
| 10 | 12.87 | 25 |

In the first row, $(4.07\times10^{-9})^2\times2.5\times10^{11}=4.14\times10^{-6}$ V². The last row gives the same product.

## (d) How long equilibrium takes

*The capacitor is uncharged at $t=0$, while the resistor is already at temperature $T$. Find $\langle V^2\rangle$ at later times.*

**Answer.** Write $\tau=RC$. Multiplying the circuit equation by $e^{t/\tau}/\tau$ turns the terms in $V$ into a total derivative:

$$\frac{d}{dt}\left(e^{t/\tau}V\right)=\frac{e^{t/\tau}}{\tau}v(t).$$

With $V(0)=0$, integration gives

$$V(t)=\frac1\tau\int_0^t e^{-(t-s)/\tau}v(s)\,ds .$$

The correlation of the noise at two times follows from its spectrum:

$$\langle v(s)v(s')\rangle=\int_0^\infty S\cos[2\pi f(s-s')]\,df=\frac S2\,\delta(s-s').$$

The factor $1/2$ appears because the integral covers positive frequencies, which is half of the range that produces a full delta function. Squaring $V(t)$ and averaging, the delta function removes one integral:

$$\langle V^2\rangle(t)=\frac{S}{2\tau^2}\int_0^t e^{-2(t-s)/\tau}ds
=\frac{S}{4\tau}\left(1-e^{-2t/\tau}\right)
=\frac{k_BT}{C}\left(1-e^{-2t/RC}\right).$$

Resistance sets the pace but not the end value. For 1 fF, $RC$ is 1, 3 and 10 ps for 1, 3 and 10 kΩ. At $t=RC$ the formula gives $2.035\sqrt{1-e^{-2}}=1.89$ mV in each case.

A transmission-line model of the resistor gives the same growth without a separate noise source. Consider a long lossless line with inductance $l$ and capacitance $c$ per unit length, obeying

$$l\,\frac{\partial I}{\partial t}=-\frac{\partial V}{\partial x},\qquad c\,\frac{\partial V}{\partial t}=-\frac{\partial I}{\partial x}.$$

For a wave moving away from the capacitor, $V=g(x-ut)$ with $u=1/\sqrt{lc}$, and the second equation gives $I=cuV=V/\sqrt{l/c}$. The line therefore draws current like a resistor $R=\sqrt{l/c}$, as long as no echo returns from its far end.

For a numerical solution the line was divided into cells with delays of 0.025, 0.06 and 0.1 ps for the three resistances. Each line capacitor and inductor started with mean energy $k_BT/2$, and the 1 fF capacitor started empty. Solving the circuit equations with a matrix exponential gave 1.89 mV at $t=RC$ and 2.035 mV at $t=5RC$ for all three. Energy arriving as random waves from the line charges the capacitor, and the capacitor radiates energy back until the two flows balance.

## (e) A receiver of limited bandwidth

*An ideal receiver draws no current and responds equally to all frequencies from zero to $B$, and to none above. What rms voltage does it register? Evaluate it for $B=50$ GHz and the three resistances.*

**Answer.** The integral of part (c) now stops at $x=2\pi BRC$:

$$\langle V^2\rangle_B=\frac{4k_BTR}{2\pi RC}\int_0^{2\pi BRC}\frac{dx}{1+x^2}
=\frac{k_BT}{C}\,\frac2\pi\arctan(2\pi BRC).$$

For 1 kΩ, $2\pi BRC=0.314$, and the fraction of the variance is $(2/\pi)\arctan(0.314)=0.194$. The receiver registers $2.035\sqrt{0.194}=0.90$ mV. The corresponding values for 3 and 10 kΩ are 1.41 and 1.82 mV.

If $2\pi BRC\ll1$, the arctangent equals its argument to leading order, and $\langle V^2\rangle_B\approx4k_BTRB$, which is proportional to $R$. If $2\pi BRC\gg1$, the arctangent approaches $\pi/2$ and the full $k_BT/C$ is recovered. Independence of resistance therefore holds for the total fluctuation, and not for the part inside a fixed band.

## (f) A short on-chip wire

*A wire 5 µm long has 0.2 fF/µm and is held at a steady voltage by a logic gate of output resistance 1 to 10 kΩ. Take a cross-section of 40 nm by 80 nm, a resistivity of 5 µΩ cm and an inductance of 1 pH/µm. Estimate the effects of a working temperature of 378 K, of quantum mechanics and of the wire's own resistance.*

**Answer.** These are rough values for a narrow on-chip wire. The total capacitance is 1 fF. With no steady current, $V$ now means the deviation from the steady voltage: completing the square in the energy of capacitor plus supply shifts the centre of the Gaussian but not its width.

**Temperature.** At fixed $C$ the rms voltage varies as $\sqrt T$. It becomes $2.035\sqrt{378/300}=2.28$ mV.

**Quantum mechanics.** The modes of the line in part (d) are oscillators. At angular frequency $\omega=2\pi f$ their mean energy is not $k_BT$ but

$$\varepsilon(\omega)=\frac{\hbar\omega}{2}\coth\frac{\hbar\omega}{2k_BT},$$

including the zero-point part. We replace $k_BT$ by $\varepsilon$ in $S$. As a simple model, lump the whole inductance $L=5$ pH in series between the gate and the capacitor. The voltage divider gives

$$S_V=\frac{4R\,\varepsilon(\omega)}{(1-\omega^2LC)^2+(\omega RC)^2}.$$

The inductance is needed here. Without it, $S_V$ falls only as $1/\omega$ at high frequency, and its integral diverges logarithmically. Numerical integration at 300 K gives an increase in variance, relative to $k_BT/C$, of 0.7 % at 1 kΩ and 0.2 % at 10 kΩ. These figures give only the order of magnitude. The inductance cuts the integral off near $R/2\pi L$, which is 32 THz at 1 kΩ and 320 THz at 10 kΩ, and a real gate is not a constant resistance up to such frequencies. At 1 kΩ the increase is 1.7 % for $L=1$ pH and 0.2 % for $L=25$ pH. If the inductance is spread along the wire instead of being lumped at the gate, it does not remove the logarithm: at 1 kΩ the increase is then 0.2 % up to 10 THz and 1.2 % up to 100 THz, and the true cutoff must come from the gate itself.

Even at 10 Ω the increase is 1.1 %. The circuit is then a weakly damped oscillator with $\omega_0=1/\sqrt{LC}$ and $y=\hbar\omega_0/2k_BT=0.18$. Since $y\coth y\approx1+y^2/3$, the expected increase is about 1.1 %, as found.

**Wire resistance.** The wire has

$$r=\frac{(5\times10^{-8}\ \Omega\,{\rm m})(5\times10^{-6}\ {\rm m})}{3.2\times10^{-15}\ {\rm m^2}}=78\ \Omega .$$

Model it as two capacitors $C/2$ joined by $r$, with the gate at the near end. Their energy is $Q_1^2/C+Q_2^2/C$, so the two charges are independent and each has variance $(C/2)k_BT$. The total charge has variance $Ck_BT$, and $V=(Q_1+Q_2)/C$ still has variance $k_BT/C$. The local voltage of the far half, however, has variance

$$\frac{(C/2)k_BT}{(C/2)^2}=\frac{2k_BT}{C},$$

or 2.88 mV rms. This value belongs to the two-part model: a finer division has smaller local capacitances and larger local fluctuations. With the wire's inductance $L=5$ pH in series with $r$, the voltage difference between the halves oscillates at about 4.3 THz and dies away in a time $2L/r\approx0.13$ ps. This extra noise therefore lies mostly at terahertz frequencies. There $\hbar\omega$ is comparable with $k_BT$, and using $\varepsilon(\omega)$ raises the variance of the far half by 2 %, to 2.91 mV rms.

Within 50 GHz the effect is small. At low frequency the far end sees a resistance $R+r$, which raises the rms noise by a fraction of about $r/2R=3.9$ % at 1 kΩ. Adding the independent noises of $R$ and $r$ at the far node and integrating numerically up to 50 GHz gives 3.8 % at 1 kΩ and 0.5 % at 10 kΩ.

**The real circuit.** At 1 kΩ the 50 GHz receiver has the largest effect of those estimated: it reduces 2.04 mV to 0.90 mV. At 10 kΩ it reduces 2.04 mV only to 1.82 mV, a smaller change than the rise to 2.28 mV at 378 K. A real wire also drives the input of another gate. If that doubled the capacitance, the full-band noise would fall by $\sqrt2$ to 1.44 mV. The assumption most clearly broken in use is equilibrium, because a gate that is switching carries current and its transistors are nonlinear. Noise in that state is not in general given by $k_BT/C$, and its size needs a model of the transistor. For a wire resting at a steady voltage, part (b) estimates the thermal noise of the voltage averaged along the wire, at 300 K and with a total capacitance of 1 fF, provided that leakage current through the gate is negligible. Noise from the supply or from neighbouring wires comes in addition.

Numbers in the example were calculated in double precision.
